# The First-Order Interacting Space of a CAS Function in Eight Classes

## The decision at stake

A CASPT2 calculation needs a set of functions in which to expand the first-order correction to a CAS wave function. One choice is to take every configuration with up to two holes in the doubly occupied orbitals and up to two electrons in the empty ones. The other is to apply two excitation operators to the CAS function as a whole and keep what results. In the small model treated below, the first choice gives 428 functions outside the CAS space and the second 182. We need to know whether the shorter set misses any direct coupling to the reference, and how it divides into blocks.

## Orbitals and operators

The orbitals are orthonormal and of three kinds:

- inactive, $i,j$: doubly occupied in every determinant of the CAS function;
- active, $t,u,v,w$: with any occupation;
- virtual, $a,b$: empty in every determinant.

The labels $p,q,r,s$ stand for any orbital. The reference $|0\rangle$ is a normalized state in the CAS-CI space, with $N$ electrons, of which $N_{\rm act}\ge 1$ are active. The orbitals need not be optimized.

With spin labels $\sigma,\tau$, define

$$E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma},\qquad
e_{pqrs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

To relate them, move $a_{q\sigma}$ to the right in a product:

$$a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}
=\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\tau}
-a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{q\sigma}a_{s\tau}.$$

Exchanging the last two annihilators turns the minus sign into a plus. Summing over spin gives

$$E_{pq}E_{rs}=e_{pqrs}+\delta_{qr}E_{ps}. \tag{1}$$

Exchanging the two creators and the two annihilators in $e_{pqrs}$ costs two signs, so $e_{pqrs}=e_{rspq}$. Equation (1) with the pairs interchanged therefore reads

$$e_{pqrs}=E_{rs}E_{pq}-\delta_{sp}E_{rq}. \tag{2}$$

The spin-free Hamiltonian, in atomic units, is

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}g_{pqrs}e_{pqrs},\qquad g_{pqrs}=(pq|rs).$$

## What "interacting space" means

For one given $H$, the vector $H|0\rangle$ spans a single direction. A space of many dimensions arises when we ask for functions that serve whatever the integrals are. We therefore define the first-order interacting space $\mathcal S$ as the smallest complex linear space that contains $H|0\rangle$ for every Hermitian spin-free operator $H$ of the above form. The claim is

$$\mathcal S=\mathrm{span}\{E_{pq}E_{rs}|0\rangle\}. \tag{3}$$

**The products suffice.** Since $\sum_r E_{rr}$ counts the electrons,

$$\sum_r E_{pq}E_{rr}|0\rangle=N\,E_{pq}|0\rangle .$$

Every single excitation thus lies in the span of the products. By (1), $e_{pqrs}|0\rangle$ is a product minus a single, so it lies there too. Hence so does $H|0\rangle$.

**The products are needed.** Taking the adjoint reverses the operator string, which gives $e_{pqrs}^\dagger=e_{qpsr}$. The operators

$$X=e_{pqrs}+e_{qpsr},\qquad Y=i\,(e_{pqrs}-e_{qpsr})$$

are therefore Hermitian, and each is an allowed $H$. Both $X|0\rangle$ and $Y|0\rangle$ belong to $\mathcal S$, and so does

$$(X-iY)|0\rangle=2\,e_{pqrs}|0\rangle .$$

The same argument with $E_{pq}+E_{qp}$ and $i(E_{pq}-E_{qp})$ puts $E_{pq}|0\rangle$ in $\mathcal S$. By (1) every product on $|0\rangle$ is then in $\mathcal S$, which proves (3).

The operator $Y$ requires complex integrals. Real orbitals give integrals that are also unchanged under $p\leftrightarrow q$ alone, and the space reached can then be smaller. The example below shows by how much.

## Removing the redundant index choices

Most index combinations in (3) give zero or repeat a simpler function. Two facts about $|0\rangle$ settle which.

A virtual orbital is empty, so $a_{a\sigma}|0\rangle=0$. In $e_{pqrs}$ both annihilators stand to the right of the creators, and hence $e_{pqrs}|0\rangle=0$ whenever $q$ or $s$ is virtual. Likewise $E_{pa}|0\rangle=0$.

An inactive orbital is full. For $q\ne i$,

$$a^\dagger_{i\sigma}a_{q\sigma}|0\rangle=-a_{q\sigma}a^\dagger_{i\sigma}|0\rangle=0,$$

while for $q=i$ the operator $E_{ii}$ counts two electrons. Together,

$$E_{iq}|0\rangle=2\delta_{iq}|0\rangle. \tag{4}$$

Now set $p=i$ in (2) and use (4):

$$e_{iqrs}|0\rangle=2\delta_{iq}E_{rs}|0\rangle-\delta_{si}E_{rq}|0\rangle. \tag{5}$$

A double excitation with an inactive creator is thus a combination of singles. The first term is the direct one, in which the electron is put back where it was taken from. The second is its exchange partner. By $e_{pqrs}=e_{rspq}$ the same holds when $r$ is inactive. Singles with an inactive creator reduce further, by (4), to multiples of $|0\rangle$.

What remains is $|0\rangle$ itself, together with singles and doubles whose creators are active or virtual and whose annihilators are inactive or active.

## Sorting by holes and particles

Let $h$ be the number of electrons missing from the inactive orbitals and $p_v$ the number present in the virtual ones. In the surviving operators nothing refills an inactive orbital or empties a virtual one. So $h$ equals the number of inactive annihilators and $p_v$ the number of virtual creators. A double has two of each kind of operator, hence $h$ and $p_v$ each take the values 0, 1, 2. This makes nine sectors.

In sector $(h,p_v)=(0,0)$ the inactive orbitals are full and the virtual ones empty. Spin-free operators preserve the spin, so these functions belong to the CAS-CI space. Eight sectors lie outside it:

- A, $(1,0)$: $E_{ti}E_{uv}|0\rangle$
- B, $(2,0)$: $E_{ti}E_{uj}|0\rangle$
- C, $(0,1)$: $E_{at}E_{uv}|0\rangle$
- D, $(1,1)$: $E_{ai}E_{tu}|0\rangle$ and $E_{ti}E_{au}|0\rangle$
- E, $(2,1)$: $E_{ti}E_{aj}|0\rangle$
- F, $(0,2)$: $E_{at}E_{bu}|0\rangle$
- G, $(1,2)$: $E_{ai}E_{bt}|0\rangle$
- H, $(2,2)$: $E_{ai}E_{bj}|0\rangle$

We must check that each list spans its whole sector of $\mathcal S$.

**Doubles.** The operator $e_{pqrs}$ pairs the creator $p$ with the annihilator $q$, and $r$ with $s$. Two creators and two annihilators can be paired in two ways. When the two creators are of the same kind, or the two annihilators are, the second pairing is the first with its labels renamed, and one family covers both. In sector $(1,1)$ the creators are $a,t$ and the annihilators $i,u$. All four differ in role, so $e_{aitu}$ and $e_{tiau}$ are separate families.

**From $e$ to products.** The extra term in (1) is $\delta_{qr}E_{ps}$, where $q$ is the first annihilator and $r$ the second creator. In classes A, B, D, E, F, G and H, as written above, $q$ and $r$ are orbitals of different kinds, so the term vanishes and the product equals $e$. In class C,

$$E_{at}E_{uv}=e_{atuv}+\delta_{tu}E_{av},$$

and the two differ by a single.

**Singles.** The singles outside the CAS space are $E_{ti}|0\rangle$, $E_{at}|0\rangle$ and $E_{ai}|0\rangle$, in sectors A, C and D. Let $E_x$ be any of them. Since $\sum_u E_{uu}$ counts the active electrons of $|0\rangle$,

$$\sum_u E_xE_{uu}|0\rangle=N_{\rm act}\,E_x|0\rangle. \tag{6}$$

The left side is a sum of listed products, so for $N_{\rm act}\ge1$ the lists contain the singles. In class C this also recovers $e_{atuv}|0\rangle$ as a product minus a single. The eight lists are therefore complete.

**Where this fails.** If $N_{\rm act}=0$, then $E_{uv}|0\rangle=0$ and list A is empty. Yet $E_{ti}|0\rangle$ is not zero. From (1) and its interchanged form, $E_{it}E_{ti}=E_{ti}E_{it}+E_{ii}-E_{tt}$, and $E_{it}|0\rangle=0$ by (4), so

$$\langle0|E_{it}E_{ti}|0\rangle=\langle0|E_{ii}-E_{tt}|0\rangle=2 .$$

The singles must then be added by hand.

## What the classes mean physically

Electron number is conserved, so a function in sector $(h,p_v)$ has $N_{\rm act}+h-p_v$ active electrons. Class A adds one electron to the active space and B adds two; C removes one and F removes two. E adds one and G removes one, each with a further inactive-to-virtual transfer. D and H leave the number unchanged. A class is empty if this number is negative or exceeds twice the number of active orbitals. With one active electron, for example, class F vanishes.

The two families of D differ in spin. In $E_{ai}E_{tu}$ neither factor changes a spin. For the other family, moving $a^\dagger_{a\tau}$ past $a_{u\tau}$ gives

$$e_{tiau}=\sum_{\sigma\tau}a^\dagger_{t\sigma}a^\dagger_{a\tau}a_{u\tau}a_{i\sigma}
=-\sum_{\sigma\tau}\bigl(a^\dagger_{t\sigma}a_{u\tau}\bigr)\bigl(a^\dagger_{a\tau}a_{i\sigma}\bigr).$$

The terms with $\sigma\neq\tau$ flip a spin in the active space and flip another, in the opposite sense, on the way from $i$ to $a$. The total spin is conserved, but the separate parts are not. Leaving out this family would discard such functions.

## Orthogonality and linear dependence

The operators $\sum_iE_{ii}$ and $\sum_aE_{aa}$ are Hermitian. On a function of sector $(h,p_v)$ they have the eigenvalues $2n_I-h$ and $p_v$, where $n_I$ is the number of inactive orbitals. Functions from different classes differ in at least one eigenvalue and are therefore orthogonal. The overlap matrix of all listed functions falls into eight blocks.

Within a class the functions are in general neither orthogonal nor independent. In classes B, F and H the two factors commute, because no annihilator of one factor shares an orbital with a creator of the other. So $E_{ai}E_{bj}$ and $E_{bj}E_{ai}$ are one function listed twice, and likewise $E_{ti}E_{uj}$ and $E_{uj}E_{ti}$, or $E_{at}E_{bu}$ and $E_{bu}E_{at}$. Further dependences appear when the products act on one fixed state. The rank cannot exceed the number of functions of the right spin in the sector, a limit reached in A, B, C and F of the example below, and a special reference can lower it further. In practice one diagonalizes each overlap block and discards the eigenvectors with zero or very small eigenvalues.

The block structure belongs to the overlap and need not hold for a zeroth-order Hamiltonian. A Fock operator with a term $f_{ti}E_{ti}$ raises $h$ by one and so connects classes.

## Consequence for perturbation theory

Any function $\Phi$ orthogonal to $\mathcal S$ satisfies $\langle\Phi|H|0\rangle=0$, because $H|0\rangle$ lies in $\mathcal S$. The short set misses no direct coupling.

Let $|0\rangle$ now be an eigenstate of the CAS-CI problem with energy $E_0$, and let $Q_k$ project on class $k$. The part of $H|0\rangle$ inside the CAS-CI space is $E_0|0\rangle$, by the eigenvalue equation. Hence

$$H|0\rangle=E_0|0\rangle+\sum_{k=A}^{H}Q_kH|0\rangle .$$

All terms are mutually orthogonal, so taking the squared norm gives

$$\langle0|H^2|0\rangle-E_0^2=\sum_{k=A}^{H}\|Q_kH|0\rangle\|^2. \tag{7}$$

The energy variance is a sum of eight class contributions.

Whether the first-order wave function stays in $\mathcal S$ depends also on the zeroth-order Hamiltonian $H_0$, with $H_0|0\rangle=E^{(0)}|0\rangle$. The first-order equation $(H_0-E^{(0)})|1\rangle=-(H-H_0-E^{(1)})|0\rangle$, with $E^{(0)}+E^{(1)}=E_0$, has the right side $-(H-E_0)|0\rangle$, so the first-order function $|1\rangle$ obeys

$$(H_0-E^{(0)})|1\rangle=-\sum_kQ_kH|0\rangle .$$

Let $\mathcal S'$ be the span of the eight classes, the part of $\mathcal S$ outside the CAS-CI space, and suppose $H_0$ does not connect $\mathcal S'$ with its orthogonal complement. The component $|x\rangle$ of $|1\rangle$ in the complement then obeys $(H_0-E^{(0)})|x\rangle=0$. With $\langle0|1\rangle=0$ it vanishes unless $H_0$ has a further eigenvector with eigenvalue $E^{(0)}$ there. CASPT2 meets the condition by construction, since its $H_0$ is a Fock operator enclosed between projectors, one of which projects on the eight classes. With an $H_0$ that does connect the two spaces, restricting $|1\rangle$ to $\mathcal S'$ is in general an approximation.

## A seven-site chain

The example is a model with round parameters: seven sites in a line, 1.4 angstrom apart, with seven electrons. The hopping between neighbours is $-2.5$ eV and the on-site repulsion is $U=10$ eV. Electrons at distance $R$ repel with

$$V(R)=\frac{U}{\sqrt{1+(UR/k)^2}},\qquad k=14.40\ \text{eV angstrom},$$

where $k$ is $e^2/4\pi\varepsilon_0$. For neighbours $UR/k=10\times1.4/14.40=0.972$, and $V=10/\sqrt{1+0.945}=7.17$ eV. Each site carries a unit positive charge that attracts the electrons on the other sites by the same law. The first site is lowered by 2 eV, which removes the mirror symmetry.

The orbitals are self-consistent eigenvectors of a spin-averaged Fock matrix built with occupations 2, 2, 1, 1, 1, 0, 0. In order of energy they are divided into two inactive, three active and two virtual ones. The reference is the lowest doublet of three electrons in the three active orbitals; its largest coefficient is 0.965. The table gives, for each class, the number of listed products, the number of independent functions, the number of all doublets in the sector, and the coupling $\|Q_kH|0\rangle\|$ in eV.

| Class | Listed | Indep. | Doublets | Coupling |
|---|---|---|---|---|
| A | 54 | 18 | 18 | 0.817 |
| B | 36 | 12 | 12 | 0.509 |
| C | 54 | 18 | 18 | 0.880 |
| D | 72 | 64 | 68 | 2.069 |
| E | 24 | 24 | 78 | 0.510 |
| F | 36 | 12 | 12 | 0.441 |
| G | 24 | 24 | 78 | 0.496 |
| H | 16 | 10 | 144 | 0.723 |

The listed numbers are products of orbital counts. For A, $3\times2\times3\times3=54$; for D, $2\times2\times3\times3+3\times2\times2\times3=72$. In H there are four pairs $(a,i)$, and since the factors commute there are $4\times5/2=10$ distinct products, all of them independent here.

The independent functions add up to 182 and the doublets to 428. The largest saving is in H, with 10 functions in place of 144. There the operators $E_{ai}E_{bj}$ act on no active orbital and are spin-free, so the active electrons keep the state of the reference and the holes and particles couple to a singlet. The uncontracted set lifts both restrictions. Two holes in two orbitals give 3 singlets and 1 triplet, and so do two particles; together they give 10 singlets, 7 triplets and 1 quintet. The active electrons have 8 doublets and 1 quartet. Coupling to a total doublet gives $10\times8+7\times8+7\times1+1\times1=144$. In A, B, C and F the contracted functions fill the whole doublet sector. That is a finding for this small active space and not a general rule.

**Class D.** The family $E_{ai}E_{tu}$ alone gives 28 independent functions and $E_{ti}E_{au}$ alone gives 36. Together they give $28+36=64$, so here the two spans have no function in common, although they are not orthogonal, and both families are needed.

**Real integrals.** Random complex Hermitian Hamiltonians produce vectors $H|0\rangle$ that span 190 dimensions: the 182 above and 8 inside the CAS space. Random real ones, with the full symmetry of real-orbital integrals, span 186. The loss sits in class D, where 60 dimensions are reached in place of 64. For real integrals $g_{aitu}=g_{aiut}$, so the first family enters as $E_{ai}(E_{tu}+E_{ut})|0\rangle$. That leaves 6 combinations for each pair $(a,i)$, beside the 9 functions of the second family. Four pairs give at most $4\times(6+9)=60$, and this bound is reached. The remaining four functions have no direct coupling to the reference for real integrals, but $H_0$ may still connect them to functions that do.

**Variance.** The squares of the couplings, in eV$^2$ and in the order A to H, are

$$0.667+0.259+0.775+4.280+0.260+0.194+0.246+0.523\approx7.20 .$$

Applying $H$ twice to the reference gives the variance 7.21 eV$^2$ without any use of the classes. The difference in the last digit comes from rounding the terms; the unrounded values agree, as (7) requires. The total coupling is $\sqrt{7.205}=2.68$ eV, or 0.0986 hartree. Class D supplies $4.280/7.205$, about 59 % of the variance. This share describes coupling strength in this model and with these orbitals. With CASSCF-optimized orbitals the function counts stay the same, but the variance drops to about 5.8 eV$^2$ and class D supplies about 51 % of it. Shares of a second-order energy would also depend on the energy denominators.

The numerical check tests the reduction rule (5), the completeness of the eight lists and their orthogonality on this same chain.

## Numbers as computed

```
sites 7, electrons 7, determinants 1225
inactive 2, active 3, virtual 2 orbitals
active electrons: 3
hopping: -2.5 eV
on-site repulsion: 10.0 eV
site spacing: 1.4 angstrom
first-site energy shift: -2.0 eV
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
nearest-neighbour repulsion: 7.1699 eV
reference <S^2>: 0.7500 (hbar^2)
reference electronic energy, no core repulsion: -108.8285 eV
largest reference coefficient: 0.9653
all index products E_pq E_rs: 2401
A: holes 1, particles 0, listed products 54, independent 18
   doublets in sector 18, real-integral span 18, coupling 0.8167 eV
B: holes 2, particles 0, listed products 36, independent 12
   doublets in sector 12, real-integral span 12, coupling 0.5093 eV
C: holes 0, particles 1, listed products 54, independent 18
   doublets in sector 18, real-integral span 18, coupling 0.8801 eV
D: holes 1, particles 1, listed products 72, independent 64
   doublets in sector 68, real-integral span 60, coupling 2.0689 eV
E: holes 2, particles 1, listed products 24, independent 24
   doublets in sector 78, real-integral span 24, coupling 0.5103 eV
F: holes 0, particles 2, listed products 36, independent 12
   doublets in sector 12, real-integral span 12, coupling 0.4407 eV
G: holes 1, particles 2, listed products 24, independent 24
   doublets in sector 78, real-integral span 24, coupling 0.4964 eV
H: holes 2, particles 2, listed products 16, independent 10
   doublets in sector 144, real-integral span 10, coupling 0.7233 eV
independent functions in eight classes: 182
dimension of the part inside the CAS space: 8
span of H|0>, complex Hermitian H: 190
span of H|0>, real eightfold-symmetric H: 186
class D, family E_ai E_tu alone: 28
class D, family E_ti E_au alone: 36
sum of squared couplings: 7.2052 eV^2
energy variance from H applied twice: 7.2052 eV^2
total coupling norm: 2.6842 eV = 0.09864 hartree
empty active space: norm of missed single 1.4142
```
